# Why a localised Kohn–Sham level is corrected by −2E_corr/q

## The form of the answer

A defect of charge $q$ sits in a cubic supercell of edge $L$, in a host of dielectric constant $\varepsilon$. At large $L$ the defect looks like a point charge, so the one length left in the problem is $L$. In Hartree atomic units a Coulomb energy is charge squared over length. In a linear medium the image energy is quadratic in the charge and reduced by $\varepsilon$. The total-energy correction must therefore be

$$E_{\rm corr}=C\,\frac{q^2}{\varepsilon L},\qquad E_{\rm corr}\equiv E_{\rm iso}-E_{\rm per}.$$

A Kohn–Sham level belongs to one electron, of charge $-1$, in the potential of the images. That potential is linear in $q$ and changes sign with it, so

$$\Delta\epsilon=D\,\frac{q}{\varepsilon L},\qquad \Delta\epsilon\equiv\epsilon_{\rm iso}-\epsilon_{\rm per}.$$

Both corrections are added to supercell results. The energy correction is even in $q$ and the level correction is odd, so $\Delta\epsilon=E_{\rm corr}$ cannot hold for both signs of charge. Symmetry allows $\Delta\epsilon\propto E_{\rm corr}/q$ but leaves the number $D/C$ open. Janak's theorem fixes it at $-2$.

**Conventions.** The level has occupation $n$, and $q=Z-n$ with $Z$ fixed, so $dq/dn=-1$. The cell contains a uniform neutralising background, and the defect's electrostatic potential averages to zero over it. The isolated defect's potential vanishes far away. An electron spread uniformly over the cell sees the average, zero, and needs no correction to first order in the defect potential; to that order, the correction moves the localised level relative to extended host states.

## First contribution: the slope of the energy

Take orbitals $\phi_i$ with occupations $f_i$, density $\rho_e=\sum_i f_i|\phi_i|^2$, and the functional

$$F=\sum_i f_i\langle\phi_i|\hat t+v_{\rm ext}|\phi_i\rangle+E_{\rm Hxc}[\rho_e].$$

Its variation with respect to $\phi_i^*$ is $f_i\hat h\phi_i$, where $\hat h=\hat t+v_{\rm ext}+\delta E_{\rm Hxc}/\delta\rho_e$. At self-consistency $\hat h\phi_i=\epsilon_i\phi_i$. Now change the occupation $n$ of the defect orbital $\phi$, holding the other occupations fixed:

$$\frac{dE}{dn}=\langle\phi|\hat h|\phi\rangle+\sum_i f_i\epsilon_i\,\frac{d}{dn}\langle\phi_i|\phi_i\rangle .$$

The first term is the explicit dependence on $n$. The second comes from orbital relaxation and vanishes because the norms stay equal to one. Hence $dE/dn=\epsilon$. Any other variable at which the energy is stationary, such as a relaxed ionic displacement, also drops out at first order.

The theorem holds for the isolated defect and for the supercell. Subtracting the two statements gives

$$\boxed{\Delta\epsilon=\frac{dE_{\rm corr}}{dn}=-\frac{dE_{\rm corr}}{dq}}$$

If $E_{\rm corr}=Aq^2$ with $A$ independent of $q$, then

$$\Delta\epsilon=-2Aq=-\frac{2E_{\rm corr}}{q}.$$

The 2 comes from differentiating a square, and the minus sign from the fact that adding an electron lowers $q$.

The same relation can be read as a charging process. Since $E_{\rm corr}(0)=0$,

$$E_{\rm corr}(q)=-\int_0^q\Delta\epsilon(q')\,dq' .$$

The integrand grows linearly from zero, so its mean is half its final value. The mean is $-E_{\rm corr}/q$; the level at charge $q$ needs the final value, $-2E_{\rm corr}/q$.

A finite change of charge is a different quantity. Adding a whole electron to a $q=1$ defect changes the energy correction by $E_{\rm corr}(0)-E_{\rm corr}(1)=-A$, whereas the level correction at $q=1$ is $-2A$. The first is a difference, the second a slope at one end.

## Second contribution: the images and the background

Let $\psi(\mathbf r)$ be the zero-average potential of a periodic array of unit point charges with background. Near one charge write $\psi=1/r+u$. The background density is $-1/L^3$, so $\nabla^2u=4\pi/L^3$. Cubic symmetry forbids harmonics with $l=1,2,3$, and

$$u(\mathbf r)=-\frac{\alpha}{L}+\frac{2\pi}{3L^3}r^2+(\text{harmonics with } l\ge4),$$

where $\alpha=2.837297$ is the Madelung constant. The coefficient of $r^2$ follows from $\nabla^2r^2=6$.

Two concentric unit Gaussians with variances $s_1^2$ and $s_2^2$ along each axis interact through the distance between two independently drawn points. That separation is itself Gaussian, with variance $S^2=s_1^2+s_2^2$ per axis, so $\langle r^2\rangle=3S^2$ and the $l\ge4$ terms average to zero. If the Gaussians do not overlap their images,

$$W_{\rm per}-W_{\rm iso}=-\frac{\alpha}{L}+\frac{2\pi S^2}{L^3}.$$

The leading term is negative: the supercell potential at a positive defect is too low, and its electron level too high. The correction for $q>0$ must lower the level.

## Third contribution: screening

For each wave vector $G\neq0$, let $\rho$ be the defect charge, and $p_e$ and $p_i$ the electronic and ionic polarisation charges. With $v=4\pi/(L^3G^2)$ and real amplitudes, the energy is

$$E_G=\frac v2\left[(\rho+p_e+p_i)^2+\frac{p_e^2}{\chi_e}+\frac{p_i^2}{\chi_i}\right].$$

Write $t=\rho+p_e+p_i$. Stationarity gives $p_e=-\chi_et$ and $p_i=-\chi_it$. Inserting these in $t$ yields $t=\rho/\varepsilon$ with $\varepsilon=1+\chi_e+\chi_i$, and the energy becomes

$$E_G=\frac v2\,t^2(1+\chi_e+\chi_i)=\frac{v\rho^2}{2\varepsilon}.$$

The derivative with respect to $\rho$ at fixed polarisation is $vt=v\rho/\varepsilon$. Summed over $G$ for a rigid charge $q$, the energy is $q^2W/(2\varepsilon)$ and the electron's level contribution is $-qW/\varepsilon$. The energy has a factor ½ because the charge creates the potential it sits in; the level feels the full potential.

The constant $\varepsilon$ must describe the polarisation actually present. It is static if the ions have relaxed at charge $q$, and electronic, $\varepsilon_e=1+\chi_e$, if they are clamped at pristine positions. If they are frozen as relaxed for another charge $q_0$, then $p_i=-\chi_iq_0/\varepsilon$ per unit shape, the screened charge is $(q-\chi_iq_0/\varepsilon)/\varepsilon_e$, and the leading level correction is

$$\Delta\epsilon=-\frac{\alpha}{\varepsilon_eL}\left(q-\frac{\chi_iq_0}{\varepsilon}\right).$$

For $q_0\neq0$ it is no longer proportional to $q$, so $-2E_{\rm corr}/q$ fails for that mixed case, while the slope relation remains.

## The rigid Gaussian, with numbers

If core and orbital share one fixed width $s$, the whole charge is $q$ times one Gaussian and $S^2=2s^2$. Then

$$E_{\rm corr}=\frac{q^2}{2\varepsilon}(W_{\rm iso}-W_{\rm per})=q^2\left[\frac{\alpha}{2\varepsilon L}-\frac{2\pi s^2}{\varepsilon L^3}\right].$$

The $L^{-3}$ term is quadratic in $q$ too, so the factor $-2$ covers it. Overlap between images would change $W_{\rm per}$, and with it the closed formula, but not the factor.

Take $\varepsilon=10$, $L=24$ bohr and $s=2$ bohr. The unscreened potentials averaged over the Gaussian are $W_{\rm iso}=0.282095$ and $W_{\rm per}=0.167510$ Ha/e, which differ by $0.114585$. For $q=1$,

$$E_{\rm corr}=\frac{0.114585}{20}=0.005729\ {\rm Ha},\qquad \Delta\epsilon=-\frac{0.114585}{10}=-0.01146\ {\rm Ha}.$$

Energies and levels were computed separately: energies from polarisation minimisation and the field energy, levels from the potential averaged over the orbital. At $q=-1$, $0.5$, $1$ and $1.5$ the level shift and $-2E_{\rm corr}/q$ agree to all seven printed decimals. At $q=-1$ both are $+0.0114585$ Ha, as the odd symmetry requires.

## Fourth contribution: a charge that changes shape

Let the core charge $Z$ have variance $a^2$ and the orbital density have variance $m=\langle r^2\rangle/3$. Sum the pair interaction over components $Q_i$ with variances $s_i^2$. Because $\sum_{ij}Q_iQ_j(s_i^2+s_j^2)=2q\sum_iQ_is_i^2$,

$$E_{\rm corr}\simeq\frac{\alpha q^2}{2\varepsilon L}-\frac{2\pi qM}{\varepsilon L^3},\qquad M=Za^2-nm.$$

Here $m(n)$ is taken from the isolated defect. The constant $-\alpha/L$ does not distort the orbital; the $r^2$ term does, at order $L^{-3}$, and changes a stationary energy only at order $L^{-6}$.

With $m'=dm/dn$, we have $dM/dn=-(m+nm')$, so

$$\Delta\epsilon=\frac{dE_{\rm corr}}{dn}=-\frac{\alpha q}{\varepsilon L}+\frac{2\pi}{\varepsilon L^3}\left[M+q(m+nm')\right].$$

Add $2E_{\rm corr}/q=\alpha q/(\varepsilon L)-4\pi M/(\varepsilon L^3)$. The $1/L$ terms cancel, leaving $q(m+nm')-M$ in the bracket. Since $qm+nm=Zm$,

$$\Delta\epsilon+\frac{2E_{\rm corr}}q=\frac{2\pi}{\varepsilon L^3}\left[Z(m-a^2)+qn\,m'\right].$$

The origin of this remainder is clearest at fixed $m$. Then $M=Z(a^2-m)+qm$, and $E_{\rm corr}=Aq^2+Bq$ with $B=2\pi Z(m-a^2)/(\varepsilon L^3)$. Differentiation gives

$$\Delta\epsilon=-2Aq-B=-\frac{2E_{\rm corr}}{q}+B.$$

A linear part of the energy correction, which acts like a potential alignment, enters the level once, not twice. As $q\to0$ the energy correction vanishes but the level keeps an offset $-B$, whereas $-2E_{\rm corr}/q$ tends to $-2B$. The simple rule therefore needs $|Aq|$ to be large compared with $|B|$.

**A self-consistent case.** One orbital, expanded in five concentric Gaussians, is bound by a well of depth 0.5 Ha and Gaussian width 3 bohr and by a core with $Z=2$ and $a=1$ bohr. All Coulomb terms are divided by $\varepsilon=10$, and $E_{\rm xc}=0$. The orbital relaxes at each fractional occupation. Finite differences of the energy at $n=0.5$, 1 and 1.5, isolated and periodic, reproduce the eigenvalue to within $2\times10^{-8}$ Ha.

For $q=n=1$ and $L=24$ bohr, the level is $-0.249407$ Ha isolated and $-0.237682$ Ha in the supercell. Then

- $E_{\rm corr}=0.00595$ Ha (0.162 eV);
- $\Delta\epsilon=-0.01172$ Ha ($-0.319$ eV);
- $-2E_{\rm corr}/q=-0.01190$ Ha ($-0.324$ eV).

Using $E_{\rm corr}$ itself would move the level the wrong way, and $-E_{\rm corr}/q$ would supply about half the shift. Minus the integral of the computed level shifts from $q=0$ to 1 is $0.0059491$ Ha, equal to the energy correction at the printed precision.

The remainder follows from $m=2.8370$ and $m'=0.1392$ bohr²:

$$\frac{2\pi}{10\times24^3}\,[2(2.8370-1)+0.1392]=1.733\times10^{-4}\ {\rm Ha}.$$

The direct result is $1.734\times10^{-4}$ Ha, or 1.5% of the level shift. At $L=48$ bohr it is $2.17\times10^{-5}$ Ha, eight times smaller, as $L^{-3}$ requires. The neutral cell shows the offset alone: its level shift is $-1.80\times10^{-4}$ Ha, while its energy correction is zero to numerical precision.

## Fifth contribution: screening at short range

A medium cannot screen fully at distances below some length $\lambda$. A simple linear description is

$$\frac1{\varepsilon(G)}=\frac1\varepsilon+\left(1-\frac1\varepsilon\right)\frac{\lambda^2G^2}{1+\lambda^2G^2}.$$

The added interaction has short range. Its periodic sum differs from the isolated integral by the omitted $G=0$ term, if its tail does not reach the next cell. Multiplying the second term by $4\pi/G^2$ and letting $G\to0$ gives $4\pi(1-1/\varepsilon)\lambda^2$. The screened $W_{\rm iso}-W_{\rm per}$ therefore gains this amount divided by $L^3$, and

$$\delta E_{\rm corr}=\frac{2\pi q^2}{L^3}\left(1-\frac1\varepsilon\right)\lambda^2,\qquad \delta(\Delta\epsilon)=-\frac{4\pi q}{L^3}\left(1-\frac1\varepsilon\right)\lambda^2 .$$

For a rigid shape the energy is still quadratic, so the ratio remains $-2/q$: the size of the correction changes, but not the rule.

## Weighing the contributions

For $q=1$ and $L=24$ bohr, the level correction and its possible changes are as follows.

| Contribution | Ha |
|---|---:|
| Point charge, $-\alpha q/(\varepsilon L)$ | $-0.01182$ |
| Finite size and relaxation | $+0.00010$ |
| Short-range screening, $\lambda=1$ bohr | $-0.0008$ |
| Orbital-tail overlap, exponential factor only | $10^{-8}$ |

The first two rows make up the self-consistent shift. The last two are estimates of effects outside that model. Short-range screening with $\lambda=1$ bohr would change the shift by about 7%, more than the 1.5% error of the simple rule. The change grows as $\lambda^2$ and reaches 28% at $\lambda=2$ bohr, so a real host needs its own value. The tail scale is $|\epsilon|e^{-\kappa L}$ with $\kappa=\sqrt{-2\epsilon}$. It omits a prefactor. With the prefactor included, overlap in this model lowers the level at the Γ point by about $6\times10^{-7}$ Ha at fixed potential, and by about $9\times10^{-7}$ Ha once the density readjusts, still negligible. In a host described by a single parabolic conduction band, $\kappa$ depends on the level's depth below the band edge and on the effective mass. For a depth of 3 to 5 eV and a mass of 0.4, the same expression gives $2\times10^{-5}$ to $9\times10^{-5}$ Ha in this cell, again before any prefactor. For Gaussian wells 2 to 3 bohr wide, the full shift at Γ is $1\times10^{-4}$ to $9\times10^{-4}$ Ha, up to about 8% of the level correction. Both estimates assume that single band. Deep in a real gap, coupling to the valence band can slow the decay and increase the overlap, so the dispersion of a real defect level should be checked. A shallow level has a smaller $\kappa$, and image overlap can then invalidate the whole construction.

The dielectric constants and cell size are roughly those for an oxygen vacancy in MgO, with a static constant near 10, an electronic constant near 3, and a cell of three conventional cubes along each edge. The well and core are round model choices, so the absolute level is not a prediction for MgO. Among the effects estimated here, ionic relaxation matters most. With ions clamped at pristine positions and $\varepsilon_e=3$, the model gives $E_{\rm corr}=0.0197$ Ha and $\Delta\epsilon=-0.0391$ Ha, 3.3 times the relaxed-ion shift. The ratio is still close to $-2$. Exchange–correlation, atomic structure and non-spherical distortion are left out; their effect on the $L^{-3}$ terms is not estimated here. The remaining values are in the numerical output.

## Computed values

```
Core charge Z = 2 e; cell edge = 24 bohr
Static eps = 10; electronic eps = 3
Madelung constant alpha = 2.837297
Rigid Gaussian width = 2.0 bohr
Unit-charge potential, isolated = 0.282095 Ha/e (unscreened)
Unit-charge potential, periodic = 0.167510 Ha/e (unscreened)
Rigid Gaussian: q (e), E_corr, level shift, -2E_corr/q (Ha)
   -1.0   0.0057292   0.0114585   0.0114585
    0.5   0.0014323  -0.0057292  -0.0057292
    1.0   0.0057292  -0.0114585  -0.0114585
    1.5   0.0128908  -0.0171877  -0.0171877
Core width = 1.0 bohr
Well depth = 0.5 Ha; well width = 3.0 bohr
Self-consistent orbital, q = 1:
  isolated level = -0.249407 Ha
  periodic level = -0.237682 Ha
  radial-grid isolated level = -0.249409 Ha
  orbital variance m = 2.8370 bohr^2
  dm/dn = 0.1392 bohr^2
Largest Janak difference = 2.0e-08 Ha
Relaxing orbital: q (e), E_corr, level shift, -2E_corr/q (Ha)
    0.5   0.0015314  -0.0059475  -0.0061258
    1.0   0.0059491  -0.0117249  -0.0118983
    1.5   0.0132579  -0.0175117  -0.0176772
q = 1: E_corr = 0.1619 eV
q = 1: level shift = -0.3191 eV
q = 1: -2E_corr/q = -0.3238 eV
Point-charge shift -alpha q/(eps L) = -0.0118221 Ha
Charging integral to q = 1: 0.0059491 Ha
Neutral cell: E_corr = 2.2e-14 Ha
Neutral cell: level shift = -0.0001800 Ha
Neutral cell: predicted shift = -0.0001800 Ha
q = 1: L (bohr), level shift, remainder, predicted (Ha)
    24  -0.0117249   0.00017338   0.00017331
    36  -0.0078526   0.00005136   0.00005135
    48  -0.0058989   0.00002167   0.00002166
Basis 5 to 7: isolated level moves -7.1e-08 Ha
Basis 5 to 7: level shift moves 2.2e-09 Ha
Clamped ions: E_corr = 0.019743 Ha
Clamped ions: level shift = -0.039055 Ha
Screening length for estimate = 1.0 bohr
Short-range screening adds -0.000818 Ha to shift
Orbital-tail overlap scale = 1.1e-08 Ha
```
